# The Energy Gap Law for Nonradiative Decay at Weak Vibronic Coupling, part 2

An excited chromophore can pass its electronic energy to vibrations instead of emitting light. We ask how the rate \(k\) of this decay depends on the gap \(E\) between the lowest vibrational levels of the two states. Energies, including quanta, are in eV, and \(u\) is in 1/eV.

In the harmonic model the electronic coupling \(C\) is constant and weak. Fast mode \(j\), with quantum \(w_j\) and Huang–Rhys factor \(S_j\), starts in its ground state and keeps its frequency; its reorganisation energy is \(S_jw_j\). The slow modes (the bath) are classical at temperature \(T\), with reorganisation energy \(L\) and absorbed-energy variance \(s^2=2Lk_BT\).

The rate is \(k=(2\pi/\hbar)C^2F\). The explicit sum over quanta \(n_j\) is

\[
F(E)=\sum_{\{n_j\}}\Big(\prod_jP_{n_j}\Big)
\frac{1}{\sqrt{2\pi s^2}}
\exp\left[-\frac{\left(E-L-\sum_jn_jw_j\right)^2}{2s^2}\right],
\]

with \(P_n=e^{-S}S^n/n!\) for each mode. The stationary-point (saddle) form is

\[
F\simeq\frac{e^{\phi}}{\sqrt{2\pi\phi_2}},\qquad
\phi=-(E-L)u+\frac{s^2u^2}{2}+\sum_jS_j(e^{w_ju}-1).
\]

The root \(u\) minimises \(\phi\) and satisfies \(E=L+s^2u+\sum_jw_jm_j\), where \(m_j=S_je^{w_ju}\) is, to leading order, the mean number of quanta accepted by mode \(j\). The bath accepts \(L+s^2u\). Also

\[
\phi_2=s^2+\sum_jw_j^2m_j,\qquad
\phi_3=\sum_jw_j^3m_j,
\]

\[
\frac{d\phi}{dE}=-u,\qquad
\frac{du}{dE}=\frac1{\phi_2},\qquad
\frac{d\ln m_j}{dE}=\frac{w_j}{\phi_2}.
\]

Well above the total reorganisation energy, the logarithmic slope of the rate is \(-u-\phi_3/(2\phi_2^2)\), and its main part changes at the rate \(-1/\phi_2\). Over a shift \(\Delta E\), the rate departs from its tangent exponential by about \(\exp[-(\Delta E)^2/(2\phi_2)]\). Discrete quanta of a dominant mode \(w\) add a ripple in \(E\), from neighbouring peaks of the integrand with relative height of order \(e^{-2\pi^2s^2/w^2}\).

For one mode, \(q\) is the dimensionless coordinate from the final minimum, \(p\) its momentum with \([q,p]=i\), and \(a=(q+ip)/\sqrt2\) the final well's lowering operator. The initial minimum is at \(q=d\), with \(S=d^2/2\). The initial state \(|i\rangle\) has overlaps \(c_n=\langle n|i\rangle\) with the final levels.

The numerical output also lists a one-mode check without a bath, at \(w=0.17\) eV and \(S=1\). It compares overlaps computed on a coordinate grid with the closed formula

\[
F\simeq\frac{e^{-S-\gamma E/w}}{\sqrt{2\pi wE}},\qquad
\gamma=\ln\frac{E}{Sw}-1,
\]

whose slope is \(-(\gamma+1)/w-1/(2E)\), not the naive \(-\gamma/w\).

### Where weak coupling ends

When \(E\) approaches \(E_r=L+\sum_jS_jw_j\), the root \(u\) goes to zero. For small \(w_ju\), the relation \(du/dE=1/\phi_2\) gives \(u\simeq(E-E_r)/\phi_2(0)\), and integrating \(d\phi/dE=-u\) yields

\[
\phi\simeq-\frac{(E-E_r)^2}{2\phi_2(0)} .
\]

The dependence is then Gaussian, with its maximum near \(E_r\). This is the strong-coupling form, which applies when many quanta are already excited at \(E_r\).

For \(w=0.17\) eV and \(S=20\), with the bath and C–H mode of the example below, \(E_r=3.484\) eV. The explicit sum gives a slope of \(-0.14\) 1/eV there, in place of the steep fall of the weak-coupling case. What remains is mainly the prefactor term.

### A sensitiser in a resist film

Consider the decay from the lowest triplet to the ground state of an anthracene-like sensitiser in a solid resist film. The parameters are rough typical values or round model choices:

- gap \(E=1.8\) eV;
- ring-stretch quantum 0.17 eV, \(S=1\);
- C–H stretch quantum 0.37 eV, total \(S=0.01\) over ten bonds;
- bath reorganisation energy 0.08 eV at 298 K;
- effective coupling \(C=0.040\) meV.

The total reorganisation energy is

\[
0.08+0.17\times1+0.37\times0.01=0.254\ \text{eV},
\]

about one seventh of the gap. The bath variance is \(s^2=2\times0.08\times0.02568=0.00411\) eV\(^2\).

The root is \(u=12.14\) 1/eV, at which the ring mode accepts 7.88 quanta and the C–H modes together 0.894. The energy balance is

\[
\underbrace{0.130}_{\text{bath}}
+\underbrace{0.17\times7.88}_{1.339,\ \text{ring}}
+\underbrace{0.37\times0.894}_{0.331,\ \text{C–H}}
=1.800\ \text{eV}.
\]

The C–H modes hold about 2 percent as much reorganisation energy as the ring mode, yet accept about 25 percent as much energy. The gain is the factor \(e^{(0.37-0.17)u}=e^{2.43}\simeq11\).

The exponent is

\[
\phi=-1.72\times12.14+\frac{0.00411\times12.14^2}{2}
+6.88+0.88\simeq-12.82 ,
\]

where 6.88 and 0.88 are the values of \(m_j-S_j\). With \(\phi_2=0.354\) eV\(^2\), the density is

\[
F\simeq\frac{e^{-12.82}}{\sqrt{2\pi\times0.354}}
\simeq1.8\times10^{-6}\ \text{1/eV}.
\]

Multiplying by \(2\pi C^2/\hbar=1.527\times10^7\) eV/s gives \(k\simeq28\) 1/s. The explicit sum over quanta gives 26 1/s, a lifetime of about 38 ms against this decay alone.

The same calculation at other gaps, with all other parameters held fixed, gives:

| \(E\) (eV) | \(k\), sum (1/s) | \(k\), stationary point (1/s) |
|---|---:|---:|
| 1.4 | 2890 | 3230 |
| 1.6 | 282 | 318 |
| 1.8 | 26.1 | 27.7 |
| 2.0 | 2.22 | 2.17 |
| 2.2 | 0.167 | 0.155 |

Over this range the stationary-point rate differs from the sum by at most 14 percent of the sum on the scanned grid of gaps. Ripple of this order is expected. Here \(e^{-2\pi^2s^2/w^2}=e^{-2.81}=0.06\) for each of the two neighbouring peaks, before the C–H phase and the displacement of those peaks are included.

### How exponential is the decay?

At 1.8 eV, \(\phi_3=0.0840\) eV\(^3\), and the predicted slope is

\[
-12.142-\frac{0.0840}{2\times0.3542^2}
=-12.142-0.335=-12.48\ \text{1/eV}.
\]

The explicit sum, with \(\ln F\) averaged over one ring quantum, gives \(-12.47\) 1/eV. Near this gap, the rate therefore falls tenfold for an increase of \(\ln10/12.47=0.185\) eV.

The curvature of the averaged sum is \(-2.66\) 1/eV\(^2\), compared with \(-1/\phi_2=-2.82\) 1/eV\(^2\). For a shift of 0.4 eV, the curvature formula predicts that the rate is

\[
\exp\left(-\frac{0.4^2}{2\times0.354}\right)\simeq0.80
\]

times the tangent exponential. The sum gives 0.79 at 1.4 eV and 0.83 at 2.2 eV. While the rate itself changes by a factor of about 17,000, its values at the ends lie below the exponential drawn through the middle by roughly 20 percent of that exponential. This is the sense in which the model's decay is approximately exponential.

The growth in accepted quanta also appears in the sum. From 1.4 to 2.2 eV, the mean number in the ring mode rises from 6.4 to 9.5, and that in the C–H modes from 0.49 to 1.23. As derived above, the relative growth is larger for the larger quantum.

### Deuteration

Let the force constant and the physical displacement of the C–H stretch stay fixed while its effective mass is doubled. This is an idealisation, since the true ratio of reduced masses is somewhat below two. The frequency falls by \(\sqrt2\). The reorganisation energy, half the force constant times the squared displacement, is unchanged, so \(S\) rises by \(\sqrt2\). The new values are \(w=0.2616\) eV and \(S=0.01414\).

At the old root \(u=12.14\) 1/eV, the contribution of this mode to the exponent changes from 0.884 to

\[
0.01414\,(e^{0.2616\times12.14}-1)\simeq0.325 .
\]

The difference is 0.56. The deuterated exponent at its own root, which is a minimum, can only be lower than at the old root. The exponential factors therefore differ by at least \(e^{0.56}\simeq1.75\). This bound concerns the exponent only. The prefactor acts the other way, because \(\phi_2\) is smaller for the deuterated molecule. With both effects included, the averaged sum gives \(k_H/k_D=1.78\) at 1.8 eV. With the gap held fixed in each comparison, the ratio is 1.33 at 1.4 eV and 2.61 at 2.2 eV. It grows because the C–H modes accept more energy at larger gaps.

Removing the displacement of the C–H modes altogether, at the same gap of 1.8 eV, lowers the harmonic rate by a factor of 2.7. A mode with \(S=0.01\) is thus far from negligible.

### What the harmonic model leaves out

The following corrections were computed one at a time at 1.8 eV. The ratio compares the corrected rate with the harmonic model, both averaged over the ripple.

**Anharmonic C–H bonds.** Replacing the ten C–H oscillators by Morse bonds, with an anharmonicity of 0.0072 eV and the same fundamental quantum, multiplies the rate by 3.6 if the bond is longer in the triplet and by 7.1 if it is shorter. The slope becomes \(-9.0\) or \(-7.6\) 1/eV. This is the largest correction found, and it changes the gap dependence as well as the rate: at these local slopes, a tenfold fall takes roughly 0.26 or 0.30 eV.

Part of the reason can be seen from one bond with a small displacement \(d\). Its initial state is \(e^{-ipd}|0\rangle\simeq(1-ipd)|0\rangle\), where \(|0\rangle\) is the ground state of the final well. For \(v\ge1\) this gives

\[
|\langle v|i\rangle|^2\simeq d^2|\langle v|p|0\rangle|^2 .
\]

In a harmonic well this matrix element vanishes for \(v\ge2\), and the two-quantum weight is of second order in the small Huang–Rhys factor of the bond. In a Morse well the matrix element to \(v=2\) is not zero, so that weight is already of first order. It is a conjecture that this opening of overtones accounts for most of the increase; the calculation does not separate it from other changes. The difference between longer and shorter bonds must come from terms beyond this first order, since the expression does not depend on the sign of \(d\).

**A change of ring frequency.** Let the triplet ring frequency be \(w(1+\delta)\), with the final frequency, the displacement \(d\) and the gap held fixed. The initial ground state is then annihilated by \((1+\delta)(q-d)+ip\). Inserting \(q=(a+a^\dagger)/\sqrt2\) and \(ip=(a-a^\dagger)/\sqrt2\) and projecting onto \(\langle n|\) gives

\[
(2+\delta)\sqrt{n+1}\,c_{n+1}
=\sqrt2(1+\delta)d\,c_n-\delta\sqrt n\,c_{n-1}.
\]

For \(\delta<0\) the last term adds to the first, and for small \(\delta>0\) it subtracts. To first order in \(\delta\), using the undistorted ratio \(c_{n-1}/c_n=\sqrt{n/S}\), each step from \(n\) to \(n+1\) is multiplied by

\[
1-\frac{\delta}{2}\left(\frac nS-1\right).
\]

With \(S=1\) and \(\delta=-0.02\), eight steps raise the amplitude by about \(0.01\sum_{n=0}^{7}(n-1)=0.20\) in the logarithm. The squared amplitude then rises by about \(e^{0.40}\simeq1.5\). The full calculation gives a rate ratio of 1.54. For changes of \(-5\), \(+2\) and \(+5\) percent, the ratios are 2.9, 0.64 and 0.33. The slope ranges from \(-11.2\) to \(-13.7\) 1/eV over the four cases. Small frequency changes matter because their effect accumulates over many quanta.

**Heat and quantum motion.** Treating the bath as quantum oscillators, with its reorganisation energy spread evenly over quanta from 0 to 50 meV, raises the rate by 6 percent. Thermal quanta in the fast modes at 298 K add 0.8 percent. With all modes at 383 K, a temperature typical of a resist bake, the rate is 14 percent above the model at 298 K.

**A coupling that depends on the gap.** If \(C\) varied as \(1/E\), then \(C^2\) would add \(-2/E=-1.1\) 1/eV to the slope, about 9 percent of its size. A different dependence would give a different correction, so a comparison between molecules tests the law for \(F\) only insofar as their couplings are similar.

### The model beside a real resist

A triplet gap near 1.8 eV is appropriate for anthracene, and triplet lifetimes of aromatic molecules in rigid, oxygen-free media range roughly from milliseconds to seconds. The model lifetime of 38 ms lies in that range, but this is weak evidence, because \(C\) was chosen rather than calculated and the rate scales as \(C^2\). Among the corrections computed here, anharmonic C–H bonds have the largest effect: with Morse bonds the lifetime would fall to roughly 5–11 ms at the same \(C\). A working resist may also contain oxygen and an acid generator that quench the triplet. If these act as independent first-order processes with total rate \(k_q\), and phosphorescence is neglected, the lifetime is \(1/(k+k_q)\), and the gap law has little influence on it once \(k_q\gg k\). Within the model, a sensitiser with a larger gap therefore has a longer triplet life if quenching and phosphorescence are slow compared with \(k\), and if the coupling, displacements and vibrational frequencies stay similar. At large gaps \(k\) becomes so small that phosphorescence can set the lifetime instead. The steepness of the harmonic model should not be carried over to real aromatic triplets. Continuing from 0.167 1/s at 2.2 eV with a slope steeper than \(-13\) 1/eV gives \(k\) below \(10^{-3}\) 1/s at 2.6 eV, whereas the triplet of naphthalene, with about that gap, lives only about 2 s in a rigid glass. The flatter slopes found with Morse C–H bonds lie closer to the observed trend, and couplings and displacements also differ between molecules.

The values for all gaps and corrections are collected in the numerical output below.

## Computed values

```
ring quantum 0.17 eV, S 1.0; C-H quantum 0.37 eV, S 0.01
bath L 0.08 eV, T 298.0 K, kT 0.02568 eV
bath width s 0.0641 eV
coupling C 0.040 meV, 2 pi C^2/hbar 1.5273e+07 eV/s
total reorganisation energy 0.2537 eV
one mode, 10 quanta: E 1.70 eV, gamma 1.3026
  overlap weight 1.0138e-07, closed/grid density 1.0084
  slope grid -13.825, formula -13.839 1/eV
  naive slope -gamma/w -7.662 1/eV
gap eV | F sum 1/eV | k sum 1/s | k saddle 1/s | u 1/eV
  1.4 | 1.8949e-04 | 2.8942e+03 | 3.2348e+03 | 10.832
  1.6 | 1.8458e-05 | 2.8192e+02 | 3.1818e+02 | 11.537
  1.8 | 1.7107e-06 | 2.6128e+01 | 2.7725e+01 | 12.142
  2.0 | 1.4539e-07 | 2.2206e+00 | 2.1733e+00 | 12.672
  2.2 | 1.0904e-08 | 1.6655e-01 | 1.5513e-01 | 13.142
gap eV | ring quanta sum, saddle | C-H quanta sum, saddle
  1.4 | 6.419, 6.305 | 0.492, 0.550
  1.6 | 7.235, 7.108 | 0.652, 0.714
  1.8 | 8.017, 7.879 | 0.828, 0.894
  2.0 | 8.765, 8.622 | 1.020, 1.087
  2.2 | 9.480, 9.338 | 1.226, 1.293
largest saddle/sum deviation, 1.4-2.2 eV: 14.0 %
at 1.8 eV: phi2 0.3542 eV^2, phi3 0.0840 eV^3
  energy to ring 1.339, to C-H 0.331 eV
  energy to bath 0.130 eV
  slope sum -12.465, formula -12.477 1/eV
  gap increase for tenfold slower decay 0.185 eV
  curvature sum -2.658, -1/phi2 -2.824 1/eV^2
rate/tangent exponential at 1.4 eV 0.794, at 2.2 eV 0.826
C-D quantum 0.2616 eV, S 0.01414
k(H)/k(D) at 1.4, 1.8, 2.2 eV: 1.330, 1.779, 2.609
k with C-H mode / k without, 1.8 eV: 2.705
strong coupling S 20, gap 3.484 eV: slope -0.141 1/eV
Morse C-H: anharmonicity 0.0072 eV, depth 5.13 eV, 10 bonds
neglected effects at 1.8 eV: rate ratio | slope 1/eV
  Morse C-H, triplet bond longer: 3.617 | -9.03
  Morse C-H, triplet bond shorter: 7.050 | -7.63
  triplet ring frequency -5 %: 2.870 | -11.22
  triplet ring frequency -2 %: 1.543 | -11.95
  triplet ring frequency +2 %: 0.640 | -12.99
  triplet ring frequency +5 %: 0.326 | -13.74
  quantum bath, 0-50 meV band: 1.062 | -12.43
  thermal fast modes, 298 K: 1.008 | -12.46
  bake, all modes at 383 K: 1.136 | -12.40
  coupling as 1/E adds to slope: -1.11 1/eV
```
